\section*{Why Kohn-Sham Landauer theory gets the Anderson junction's zero-temperature conductance right}

\section{A wrong spectrum with the right conductance}

A single donor atom in the channel of a small silicon transistor can carry the whole current between source and drain. An electron reaches the donor level by tunnelling, and a second electron on the same level costs a repulsion energy $U$ several times the level width. When the gate holds one electron on the donor, charge fluctuations are costly, yet at low enough temperature a junction coupled about equally to both leads conducts almost perfectly: the donor spin and the lead electrons form a singlet, and a narrow Kondo resonance appears at the Fermi level.

Kohn-Sham theory replaces this system by non-interacting electrons in an effective potential. Its resonance has the full tunnelling width, and the narrow Kondo peak is absent. Nothing in the founding theorems promises that such electrons carry the true current. For one level between structureless leads, the exact Kohn-Sham potential nevertheless gives the correct linear conductance at zero temperature. The reason is that this conductance depends on a single scattering phase, and that phase is fixed by the level occupation, which the Kohn-Sham system reproduces by construction.

\section{The model and its current}

The Hamiltonian is
\begin{equation}
\begin{aligned}
H={}&\varepsilon_0\sum_\sigma n_\sigma+U n_\uparrow n_\downarrow
+\sum_{\alpha k\sigma}\varepsilon_{\alpha k}c^\dagger_{\alpha k\sigma}c_{\alpha k\sigma}\\
&+\sum_{\alpha k\sigma}\left(V_{\alpha k}d^\dagger_\sigma c_{\alpha k\sigma}+\text{h.c.}\right),
\end{aligned}
\end{equation}
with $n_\sigma=d_\sigma^\dagger d_\sigma$ and $\alpha=L,R$. Energies are measured from the Fermi level. In the wide-band limit $\Gamma_\alpha=2\pi\sum_k|V_{\alpha k}|^2\delta(\omega-\varepsilon_{\alpha k})$ is independent of $\omega$. The full width at half maximum of the free level is $\Gamma=\Gamma_L+\Gamma_R$. The symbol $n_\sigma$ also denotes the expectation value, and $n=n_\uparrow+n_\downarrow$.

Set $\hbar=1$ for the moment. Solving the equation of motion of the lead operators and inserting the flat width gives
\begin{equation}
\sum_kV_{\alpha k}c_{\alpha k}(t)=\xi_\alpha(t)-\tfrac{i}{2}\Gamma_\alpha d(t),
\end{equation}
where $\xi_\alpha$ is the undisturbed field arriving from lead $\alpha$. The particle current per spin from lead $\alpha$ onto the level is therefore
\begin{equation}
J_\alpha=2\,\mathrm{Im}\Big\langle d^\dagger\sum_kV_{\alpha k}c_{\alpha k}\Big\rangle
=2\,\mathrm{Im}\langle d^\dagger\xi_\alpha\rangle-\Gamma_\alpha n_\sigma .
\end{equation}
The last term is the escape rate. For the first, note that $\xi_\alpha$ is a free, Gaussian field. It contracts in turn with every $\xi_\alpha^\dagger(t')$ from which $d^\dagger(t)$ has been built up, and removing one such factor gives the linear response of $d^\dagger$, the conjugate of the retarded Green function $G$. Since $\langle\xi^\dagger_\alpha(t')\xi_\alpha(t)\rangle=\Gamma_\alpha\int\frac{d\omega}{2\pi}f_\alpha e^{-i\omega(t-t')}$,
\begin{equation}
2\,\mathrm{Im}\langle d^\dagger\xi_\alpha\rangle
=2\,\mathrm{Im}\,\Gamma_\alpha\!\int\!\frac{d\omega}{2\pi}f_\alpha G^*(\omega)
=\Gamma_\alpha\!\int\! d\omega\,f_\alpha A(\omega),
\end{equation}
with $A=-\mathrm{Im}\,G/\pi$. In a steady state $J_L+J_R=0$, so $n_\sigma=\int d\omega\,A(\Gamma_Lf_L+\Gamma_Rf_R)/\Gamma$. Putting this into $J_L$ gives
\begin{equation}
J_L=\Gamma_L\!\int\! d\omega\,A\left(f_L-\frac{\Gamma_Lf_L+\Gamma_Rf_R}{\Gamma}\right)
=\frac{\Gamma_L\Gamma_R}{\Gamma}\int\! d\omega\,A\,(f_L-f_R).
\end{equation}
Restoring $1/\hbar=2\pi/h$ and summing over two equal spins,
\begin{equation}
I=\frac{2e}{h}\int d\omega\,\frac{\Gamma_L\Gamma_R}{\Gamma}\,2\pi A(\omega)\,(f_L-f_R).
\label{current}
\end{equation}
The bracket is already of first order in the voltage, so the linear conductance $\mathcal G$ needs only the equilibrium $A$. At zero temperature the bracket selects the Fermi level:
\begin{equation}
\mathcal G=\frac{2e^2}{h}\,\frac{\Gamma_L\Gamma_R}{\Gamma}\,2\pi A(0).
\label{linear}
\end{equation}

\section{The Kohn-Sham level}

Here the basic density variable is the level occupation $n$, and the Hartree-exchange-correlation (Hxc) potential acts on the level alone. A theory that must also reproduce the density at every point of the leads would need potentials there too, and the argument below does not cover it.

The occupation determines $\varepsilon_0$. Suppose ground states $\psi,\psi'$ at levels $\varepsilon_0\neq\varepsilon_0'$ had the same $n$. Using each as a trial state for the other gives $E'\le E+(\varepsilon_0'-\varepsilon_0)n$ and the reverse inequality, so both are equalities and $\psi$ is a ground state of both Hamiltonians. Subtracting the two eigenvalue equations makes $\psi$ an eigenstate of the occupation operator. Its tunnelling energy would then average to zero, and its energy could not lie below that of the decoupled system. But tunnelling does lower the ground-state energy, because the decoupled ground state is not an eigenstate of $H$. This contradiction proves uniqueness.

The Kohn-Sham level $v_s=\varepsilon_0+v_{\rm Hxc}$ is free, with a Lorentzian spectrum, so
\begin{equation}
n=2\int_{-\infty}^0\frac{d\omega}{2\pi}\frac{\Gamma}{(\omega-v_s)^2+\Gamma^2/4}
=1-\frac2\pi\arctan\frac{2v_s}{\Gamma}.
\end{equation}
Hence $\arctan(2v_s/\Gamma)=\pi/2-\pi n/2$ and
\begin{equation}
v_s=\frac\Gamma2\cot\frac{\pi n}{2}.
\label{vs}
\end{equation}
For the free level $2\pi A_s(0)=\Gamma/(v_s^2+\Gamma^2/4)$. Equation~(\ref{linear}) and $1+\cot^2x=1/\sin^2x$ then give the Landauer result
\begin{equation}
\mathcal G_{\rm KS}=\frac{2e^2}{h}\frac{\Gamma_L\Gamma_R}{v_s^2+\Gamma^2/4}
=\frac{2e^2}{h}\frac{4\Gamma_L\Gamma_R}{\Gamma^2}\sin^2\frac{\pi n}{2}.
\label{gks}
\end{equation}

\section{The interacting level has the same phase}

With repulsion, $G^{-1}(\omega)=\omega-\varepsilon_0-\Sigma(\omega)+i\Gamma/2$. Assume that the ground state is a non-magnetic Fermi liquid. An electron at energy $\omega$ can then decay only by sharing this energy with a particle-hole pair, the available phase space shrinks as $\omega^2$, and $\mathrm{Im}\,\Sigma(0)=0$. Write $\tilde\varepsilon=\varepsilon_0+\Sigma(0)$ and define the phase $0<\delta<\pi$ by $\cot\delta=2\tilde\varepsilon/\Gamma$. Then $2\pi A(0)=\Gamma/(\tilde\varepsilon^2+\Gamma^2/4)$, and
\begin{equation}
\mathcal G=\frac{2e^2}{h}\frac{4\Gamma_L\Gamma_R}{\Gamma^2}\sin^2\delta .
\label{gtrue}
\end{equation}
It remains to connect $\delta$ with $n$.

On the imaginary axis the flat leads contribute a constant on each side of zero:
\begin{equation}
g(i\omega)\equiv G^{-1}(i\omega)=i\omega-\varepsilon_0-\Sigma(i\omega)+\tfrac i2\Gamma\,\mathrm{sgn}\,\omega .
\end{equation}
The occupation is $n_\sigma=\frac12+\int\frac{d\omega}{2\pi}G(i\omega)$, with symmetric limits; the $\frac12$ comes from the $1/i\omega$ tail with its convergence factor $e^{i\omega0^+}$. For $\omega\ne0$, $dg/d\omega=i-d\Sigma/d\omega$. Multiplying by $-iG$ and rearranging,
\begin{equation}
G=-i\,\frac{d\ln g}{d\omega}-i\,G\,\frac{d\Sigma}{d\omega}.
\label{split}
\end{equation}

The last term integrates to zero. The self-energy is the derivative of a functional $\Phi[G]$, the sum of closed skeleton diagrams. The interaction conserves frequency, so replacing $G(i\omega)$ by $G(i\omega+i\eta)$ on every line merely relabels integration variables and leaves $\Phi$ unchanged. Therefore
\begin{equation}
0=\frac{d\Phi}{d\eta}\Big|_{\eta=0}=\sum_\sigma\int\frac{d\omega}{2\pi}\,\Sigma\,\frac{dG}{d\omega}
=-\sum_\sigma\int\frac{d\omega}{2\pi}\,G\,\frac{d\Sigma}{d\omega}.
\end{equation}
The boundary term vanishes since $G\to0$ at large frequency. $G$ jumps at $\omega=0$, but $\Sigma$ is continuous there because $\mathrm{Im}\,\Sigma(0)=0$, so the integration by parts leaves no extra term. This is the second place where the Fermi liquid is needed.

Only the logarithm remains. Since $g(-i\omega)=g(i\omega)^*$, the moduli cancel between the two half-axes and the phases $\varphi=\arg g$ add:
\begin{equation}
n_\sigma-\tfrac12=-\frac{i}{2\pi}\,2i\left[\varphi(\infty)-\varphi(0^+)\right]
=\frac1\pi\left[\varphi(\infty)-\varphi(0^+)\right].
\end{equation}
For $\omega>0$ the imaginary part of $g$ is positive, so $\varphi$ stays between $0$ and $\pi$. At infinity $g\simeq i\omega$ and $\varphi=\pi/2$. At $0^+$, $g=-\tilde\varepsilon+i\Gamma/2$, whose phase is $\pi-\delta$. Thus $n_\sigma-\frac12=(\delta-\pi/2)/\pi$, or
\begin{equation}
\delta=\pi n_\sigma=\frac{\pi n}{2}.
\label{friedel}
\end{equation}
This is the Friedel sum rule. With it, (\ref{gtrue}) becomes (\ref{gks}). Comparing cotangents also shows that $v_s=\varepsilon_0+\Sigma(0)$: the exact Hxc potential equals the self-energy at the one frequency that linear transport samples.

The derivation requires $\Sigma$ to be built from the same $G$ that yields $n$. Take the second-order skeleton diagram plus the Hartree term for $U=15$, $\Gamma=5$ and $\varepsilon_0=-2.5$ meV. Iterated numerically to self-consistency, it gives $n=0.678$ and $2\delta/\pi=0.678$. If the diagram is evaluated once with the Green function of the bare level, $n$ and $2\delta/\pi$ differ by 0.11. Self-consistency makes the approximate phase agree with the approximate occupation; it does not make either of them correct.

\section{Numbers for a donor-like junction}

Take $U=30$ meV, $\Gamma_L=3$ meV and $\Gamma_R=2$ meV, so that $\Gamma=5$ meV. The coupling factor is $4\times3\times2/25=0.96$, and $2e^2/h=77.48\ \mu$S. The interacting model was solved with the numerical renormalization group, which represents the leads by a chain of exponentially decreasing hoppings and keeps the low-energy states as sites are added. The leads had a flat band of half-width $D=1000$ meV. The occupation came from the ground state. The phase came separately, from the lowest energies for adding and removing an electron, matched to those of a free level on the same chain. In the table $\mathcal G$ is in units of $2e^2/h$, the interacting value uses $\delta$, and the Kohn-Sham value uses $n$. The last digit is uncertain. For the last three rows the Bethe-ansatz solution of the strict wide-band model gives $n=0.783$, 0.444 and 0.224, hence $\mathcal G=0.853$, 0.396 and 0.114 and $v_s=0.89$, 2.98 and 6.81 meV.

\begin{center}
\begin{tabular}{rrrrrr}
$\varepsilon_0$ (meV) & $n$ & $v_s$ (meV) & $\mathcal G$ & $\mathcal G_{\rm KS}$ & Hartree\\
$-15$ & 1.000 & 0.00 & 0.960 & 0.960 & 0.960\\
$-5$ & 0.784 & 0.88 & 0.854 & 0.853 & 0.480\\
$0$ & 0.445 & 2.98 & 0.398 & 0.397 & 0.213\\
$5$ & 0.224 & 6.83 & 0.115 & 0.114 & 0.087
\end{tabular}
\end{center}

At $\varepsilon_0=-5$ meV, $n=0.7835$ gives $\cot(\pi n/2)=0.354$. Then $v_s=2.5\times0.354=0.88$ meV and $\mathcal G_{\rm KS}=0.96/(1+0.354^2)=0.853$, or $66.1\ \mu$S. The independently found phase gives the same conductance to three parts in ten thousand of $2e^2/h$.

The small differences in the other rows have a traceable cause. A flat band of half-width $D$ contributes
\begin{equation}
\Delta(i\omega)=-\frac{i\Gamma}{\pi}\arctan\frac D\omega
\simeq-\frac{i\Gamma}2\,\mathrm{sgn}\,\omega+\frac{i\Gamma\omega}{\pi D}
\end{equation}
for $|\omega|\ll D$, and $g$ contains $-\Delta$. Its slope adds $-iG\,d\Delta/d\omega=(\Gamma/\pi D)G$ to the right-hand side of (\ref{split}). Integrated, this is $(\Gamma/\pi D)(n_\sigma-\frac12)$ per spin, so to leading order
\begin{equation}
\frac{2\delta}{\pi}-n\simeq\frac{\Gamma}{\pi D}(1-n).
\label{band}
\end{equation}
The excess is charge displaced in the leads. At $\varepsilon_0=5$ meV the estimate is $0.0016\times0.78=0.0012$, and the computed difference is 0.0010.

The Hartree column replaces $v_{\rm Hxc}$ by $Un/2$ and solves for $n$ self-consistently, with equal occupations of the two spins. At $\varepsilon_0=-5$ meV it finds $n=0.50$ and a conductance 44 per cent too low. At the correct $n$, the mean-field repulsion would be $15\times0.784=11.8$ meV, whereas the exact Hxc potential is 5.9 meV: the electrons avoid double occupation, and mean field does not know it. At $\varepsilon_0=-U/2$ this non-magnetic solution gives the right conductance, but only because particle-hole symmetry fixes $n=1$. Agreement there says nothing about the quality of a functional. If the two spins may differ, mean field also has a magnetic solution at this point, with occupations 0.94 and 0.06 and a conductance of only 0.03 in the units of the table.

The table also shows how the exact potential works. Near $n=1$, equation~(\ref{vs}) reduces to $v_s\simeq(\pi\Gamma/4)(1-n)$. Between the first two rows $\varepsilon_0$ rises by 10 meV and $v_s$ by only 0.88 meV, so $v_{\rm Hxc}$ falls by 9.1 meV while $n$ changes by 0.22. This steep dependence on $n$ keeps the Kohn-Sham level near the Fermi energy through much of the gate range in which the donor holds about one electron and so imitates the conductance of the Kondo resonance.

\section{Where the agreement ends}

Consider temperature at $n=1$. A small spin splitting $b$ of the level produces a moment $m=(n_\uparrow-n_\downarrow)/2$, and $m=b/(4k_BT_L)$ defines a Kondo scale. The renormalization group gives $m=0.0240$ for $b=0.006$ meV, hence $k_BT_L=0.006/(4\times0.0240)=0.0625$ meV, or $T_L=0.73$ K.

Near the Fermi level the interacting system behaves as a resonance of half-width $\tilde\Delta$, with density of states $\tilde\rho=1/(\pi\tilde\Delta)$ per spin and a residual repulsion $\tilde U$ between opposite spins. To leading order, shifting the Fermi energy of one spin by $\mu$ changes its own phase by $\mu/\tilde\Delta$ and that of the other by $-\tilde U\tilde\rho\,\mu/\tilde\Delta$. In the Kondo regime charge is nearly frozen, so a common shift must leave the phases unchanged, and $\tilde U\tilde\rho=1$. Opposite shifts $\pm b/2$ then change the phases by $\pm b/\tilde\Delta$. By the sum rule for each spin $m=b/(\pi\tilde\Delta)$, so $\tilde\Delta=4k_BT_L/\pi=0.080$ meV. The Kohn-Sham half-width is 2.5 meV, about thirty times larger.

The golden rule gives a decay term
\begin{equation}
\gamma=\pi\tilde U^2\tilde\rho^3\,\frac{\omega^2+(\pi k_BT)^2}{2}
=\frac{\omega^2+(\pi k_BT)^2}{2\tilde\Delta},
\end{equation}
the fraction being the thermal phase space for two particles and a hole. Relative to its maximum, the transmission is $1-\gamma/\tilde\Delta-\omega^2/\tilde\Delta^2$ to second order. The thermal average of $\omega^2$ is $(\pi k_BT)^2/3$, so the two losses are $\frac23$ and $\frac13$ of $(\pi k_BT/\tilde\Delta)^2$, and
\begin{equation}
\frac{\mathcal G(T)}{\mathcal G(0)}\simeq1-\left(\frac{\pi k_BT}{\tilde\Delta}\right)^2 .
\end{equation}
At 50 mK, $k_BT=0.0043$ meV and the loss is about 3 per cent.

For the Kohn-Sham system, symmetry keeps $n=1$ and hence $v_s=0$ at every temperature. Its conductance falls only through the thermal average over the broad level: by $10^{-5}$ at 50 mK and by 5.6 per cent at 4.2 K. But 4.2 K is 5.8 times $T_L$, where the low-temperature expansion no longer applies and the Kondo resonance can no longer be assumed. Landauer theory with the exact equilibrium potential therefore misses the temperature scale on which conduction is lost. At $n=1$ the theorem needs $k_BT$ and $eV$ far below $k_BT_L$.

Magnetism is a second limit. The interaction conserves each spin, so the frequency shift may be applied to one spin at a time, and $\delta_\sigma=\pi n_\sigma$ survives in a field. The conductance becomes
\begin{equation}
\mathcal G=\frac{e^2}{h}\frac{4\Gamma_L\Gamma_R}{\Gamma^2}\sum_\sigma\sin^2(\pi n_\sigma).
\end{equation}
A fully polarized level with $n=1$ does not conduct at all, although $\sin^2(\pi n/2)=1$. The Kohn-Sham system must then reproduce both spin occupations.

In a silicon device the parameters above are rough: a repulsion of some tens of meV is plausible for a donor near a gate, while tunnel widths vary greatly between devices and 5 meV is strong coupling. Two assumptions break. First, leads with a Fermi energy of roughly 50 meV are not a wide band. Repeating the calculation at $\varepsilon_0=0$ with a symmetric band of half-width 50 meV gives $\mathcal G=0.426$ from the phase but 0.408 from the occupation, so the rule is 4 to 5 per cent low. Other discretizations of the leads raise the first value by up to 0.006 and the second by up to 0.003. Equation~(\ref{band}) predicts the sign but gives 0.017 for the charge difference, against 0.012 to 0.015 computed, depending on the discretization, and 0.016 for a free level with the same occupation, so here it is only an estimate. A real lead has a nearby band edge only below the Fermi level, which also shifts the donor level and can make the error much larger. Take a free level with $n=0.452$ whose width is 5 meV at the Fermi level and grows as the square root of the energy above a band bottom at $-50$ meV, with no upper band edge. The phase then gives $\mathcal G=0.503$ and the occupation 0.408, and a difference of about 1 per cent remains even at $n=1$. The symmetric band is therefore no upper bound on the error in a device. Second, the silicon valleys provide further donor levels, five in a bulk donor. Only one is kept here, 12 meV higher, so the charge and the changes below are underestimates when several lie close together. With a mean-field repulsion from the resident charge, the wide-band formula gives it about 0.06 electron at both $\varepsilon_0=-15$ and $0$ meV; a band bottom 50 meV below the Fermi level reduces this to 0.03 to 0.04. If 0.06 electron simply added to $n$, the conductance would change by about 1 per cent at $n=1$, where $\sin^2$ is flat, but by roughly a quarter at $\varepsilon_0=0$. The second figure measures sensitivity rather than a correction: with two levels there are two amplitudes that interfere, and the total charge alone does not in general determine the conductance. With wide-band leads it still does in the special case where both levels couple to the two leads in the same ratio, sign included, provided that the ground state is again a non-magnetic Fermi liquid. If one combination of the levels decouples and keeps a free spin, the rule fails even then.
